Critical Thickness for Grooving Through a Film of Strip Grains

A resistance calculation for an annealed silicide contact must first decide whether the film may be treated as a continuous sheet. Grooves form where grain boundaries meet the free surface. If they come to rest inside the film, a longer anneal at unchanged grain width does not cut it, although the thinning at the grooves still raises the resistance across them. If they can reach the substrate, the anneal time also decides whether the film is still continuous. For equal strip-shaped grains on a rigid substrate, the decision rests on comparing the ratio of film thickness to grain width with a critical value set by the groove angle.

**1. Model and energy**

A film of uniform initial thickness h lies on a flat, rigid substrate at height y = 0. Its grains are long parallel strips of equal width L, separated by vertical boundaries. The surface energy γs is isotropic, the boundary energy is γgb, and each grain keeps its volume. Stress and evaporation are neglected. All energies and volumes below are per unit length of strip.

Let y(x) be the surface height for 0 ≤ x ≤ L, with the same root height y0 at both ends. Each grain owns one boundary, since its two boundaries are each shared with a neighbour. While the film is continuous,

E = γs ∫ √(1 + y′²) dx + γgb y0 + γi L, (1)

∫ y dx = hL, (2)

where γi is the film/substrate interface energy. Its term is constant for a rigid, covered substrate.

Define s(x) = y′/√(1 + y′²), the sine of the surface inclination. Adding −p∫y dx to (1), with p a Lagrange multiplier, varying y and integrating by parts gives

δ(E − p∫y dx) = γs[s(L) − s(0)] δy0 + γgb δy0 − ∫ (γs s′ + p) δy dx. (3)

The interior term must vanish, so

s′ = −p/γs. (4)

Since s′ is the signed curvature of the profile, the surface is a circular arc. Equal end heights require ∫y′dx = 0. With y′ = s/√(1 − s²) and dx = −(γs/p) ds, this becomes

(γs/p)[√(1 − s(L)²) − √(1 − s(0)²)] = 0. (5)

Thus s(L) and s(0) have equal magnitude. They differ because p ≠ 0 for a curved surface, so s(0) = sin φ and s(L) = −sin φ, where φ is the edge angle. Equation (3) then leaves

dE/dy0 = γgb − 2γs sin φ. (6)

If the root is free to move, this derivative vanishes at φ = θ:

sin θ = γgb/(2γs), 0 < θ < π/2. (7)

This is the vertical force balance at the root: two surfaces pull up with 2γs sin θ and the boundary pulls down with γgb. The groove angle θ is measured from the horizontal, so the dihedral angle between the two surfaces is π − 2θ. A solution below π/2 requires γgb < 2γs.

The stationary profile is a minimum. The function √(1 + y′²) is convex in y′, while the root term and the volume constraint are linear in y. Hence no other continuous profile y(x) that covers the substrate and has the same volume has lower energy. Islands with bare substrate between them can have lower energy still, so a film whose grooves stop short of the substrate may be only metastable: a hole formed in some other way could grow.

**2. The critical ratio**

An arc with chord L and edge angle φ has radius

R = L/(2 sin φ), (8)

because half the chord is R sin φ. The sector subtends 2φ and has area R²φ. The triangle below the chord has base 2R sin φ and height R cos φ, hence area R² sin φ cos φ. The area between arc and chord is therefore

S = R²(φ − sin φ cos φ) = L² f(φ), (9)

f(φ) = (φ − sin φ cos φ)/(4 sin²φ). (10)

The film in one grain consists of a rectangle of height y0 and this segment. Equation (2) gives hL = y0L + L²f(φ), or

y0 = h − L f(φ). (11)

To see which way the groove moves, the sign of f′ is needed. The numerator of (10) has derivative 1 − cos²φ + sin²φ = 2 sin²φ, and the denominator has derivative 8 sin φ cos φ. The quotient rule gives

f′ = [8 sin⁴φ − 8 sin φ cos φ (φ − sin φ cos φ)]/(16 sin⁴φ)
 = [sin³φ + sin φ cos²φ − φ cos φ]/(2 sin³φ)
 = (sin φ − φ cos φ)/(2 sin³φ). (12)

The last numerator vanishes at φ = 0 and has derivative φ sin φ > 0, so f′ > 0. A larger edge angle means a deeper groove. Since dy0/dφ = −L f′, equations (6) and (7) give

dE/dφ = 2γs L f′(φ)(sin φ − sin θ). (13)

A flat film starts at φ = 0. Along the family of arcs its energy falls until φ = θ, unless the root first meets the substrate. Setting y0 = 0 and φ = θ in (11) gives the critical ratio

(h/L)c = (θ − sin θ cos θ)/(4 sin²θ). (14)

If h/L is larger, equilibrium leaves a root height h − L f(θ). If h/L is smaller, no equilibrium with a root above the substrate exists, and the energy minimum subject to y0 ≥ 0 lies at contact. At equality the equilibrium root just touches. The thickness in (14) is the initial, or mean, thickness, not the height of the root or of the crown.

**3. Shallow and steep grooves**

For small θ, write sin θ cos θ = ½ sin 2θ and expand:

θ − sin θ cos θ = (2θ³/3)(1 − θ²/5 + …),

4 sin²θ = 4θ²(1 − θ²/3 + …).

Their quotient is

f(θ) = (θ/6)(1 + 2θ²/15 + …) = θ/6 + θ³/45 + … (15)

The leading term is the mean height of a shallow parabolic cap above its roots. At the other end, θ → π/2, the cap becomes a semicircle of diameter L. Its area πL²/8 divided by L² gives f → π/8. This limit corresponds to γgb → 2γs, where a boundary costs as much as two free surfaces.

**4. Does the groove overshoot?**

An energy minimum does not by itself exclude a temporary groove deeper than the final one. For surface diffusion with small slopes, the displacement u = y − h obeys

∂u/∂t = −B ∂⁴u/∂x⁴, (16)

where B is the surface-diffusion coefficient, with dimensions length⁴/time. At x = 0 the root balance fixes u′ = θ, and symmetry forbids flux through the root, so u‴ = 0. At x = L the slope is −θ and the flux again vanishes. The stationary solution with zero mean is

ue = (θ/L)x(L − x) − θL/6, (17)

because x(L − x) has mean L²/6. The difference v = u − ue obeys (16) with v′ = v‴ = 0 at both ends, and it starts as −ue. It is symmetric about x = L/2, so it contains the cosines with k = 2πn/L. Two integrations by parts give

∫ x(L − x) cos kx dx = −2L/k², (18)

so the cosine coefficient of ue is (2/L)(θ/L)(−2L/k²) = −θL/(π²n²). Each mode of v decays as exp(−Bk⁴t). With Σ1/n² = π²/6, the root depth d = −u(0,t) is

d(t) = Σ [θL/(π²n²)] {1 − exp[−(2πn/L)⁴Bt]}, n = 1, 2, … (19)

Every term rises monotonically, and the sum tends to θL/6. In this small-slope model there is no overshoot: a film thicker than critical is not cut on the way to equilibrium.

Steeper grooves require the nonlinear equation, in which the outward normal velocity is B times the second arc-length derivative of the curvature, here and in Section 6 counted positive for a convex surface (that is, −s′). It was integrated from a flat surface with 40 intervals across half a grain. For θ = 14.48°, 30° and 60° the final depths were 0.04247L, 0.09057L and 0.20462L, against 0.04248L, 0.09059L and 0.20473L from (10). The root did not rise between successive recorded times by as much as 10⁻⁶L. This supports the absence of overshoot at those angles but does not prove it for all. At θ = 0.05 rad and Bt/L⁴ = 10⁻⁴, the same integration gave a depth of 0.003889L, and (19) gave 0.003894L.

**5. Contact and the opening of a gap**

Contact of the root with the substrate does not yet expose the substrate. Let γsub be the energy of the bare substrate surface and ψ the Young contact angle:

γsub = γi + γs cos ψ. (20)

Consider an island of width w and fixed area A = hL. Its arc has length wφ/sin φ, and w²f(φ) = A. Apart from a constant, its energy is

E(w) = γs w(φ/sin φ − cos ψ). (21)

Differentiating the area condition gives dφ/dw = −2f/(w f′). From (12), d(φ/sin φ)/dφ = (sin φ − φ cos φ)/sin²φ = 2f′ sin φ. Therefore

dE/dw = γs[φ/sin φ − cos ψ − 4f sin φ]. (22)

By (10), 4f sin φ = φ/sin φ − cos φ, which leaves

dE/dw = γs(cos φ − cos ψ). (23)

At contact w = L, and the relaxed edge angle follows from f(φ) = h/L. If φ < ψ, the derivative is positive, so shrinking the island lowers the energy and a gap opens. As long as it remains a uniform strip, the island stops shrinking when φ = ψ, at width

w = √[hL/f(ψ)]. (24)

This is a rest state only against changes of width. At φ = ψ both w and E are proportional to √A, and a square root is concave. Moving material from one long stretch of the strip to another can therefore lower the total energy, so a long strip can break up along its length.

If φ ≥ ψ, shrinking from w = L does not lower the energy at first order, and the relaxed grains remain in contact at roots of zero height. Equation (14) is thus the criterion for reaching the substrate; separation into islands also needs φ < ψ.

**6. Two films with the same grain width**

Take L = 300 nm, γs = 1.0 J/m² and γgb = 0.5 J/m², rough values for a thin nickel monosilicide contact film on silicon. Then sin θ = 0.5/(2 × 1.0) = 0.25 and θ = 0.25268 rad = 14.48°. Equation (14) gives

(h/L)c = (0.25268 − 0.25 × 0.96825)/(4 × 0.25²) = 0.0425, (25)

hc = 0.04248 × 300 nm = 12.7 nm. (26)

The small-angle value θ/6 = 0.0421 is about 1% lower. A 10 nm film lies below the critical thickness, so its grooves reach a flat, rigid substrate. A 20 nm film keeps a root height of 20 − 12.7 = 7.3 nm. At fixed thickness the same criterion sets the largest grain width at which grooving alone does not cut the film, h/f(θ): 235 nm for the 10 nm film and 471 nm for the 20 nm film. Grain growth can therefore carry an initially continuous film across the limit without any change in its mean thickness.

For the 10 nm film, f(φ) = 10/300 gives a relaxed edge angle of 11.4° at contact. With rough energies γi = 0.7 J/m² and γsub = 1.2 J/m², cos ψ = (1.2 − 0.7)/1.0 = 0.5 and ψ = 60°. Since φ < ψ, a gap opens; the energy slope at w = L is 1.0 × (cos 11.4° − 0.5) = 0.48 J/m². For an island that remains a uniform strip, equation (24) gives a width of √(10 × 300/0.2047) = 121 nm.

The time to contact follows from (19). When the groove is well advanced, the first mode dominates the remaining depth. Setting d = h then gives

Bt/L⁴ ≈ (2π)⁻⁴ ln{(6/π²)/[1 − 6h/(θL)]}. (27)

For the 10 nm film, 6h/(θL) = 0.0333/0.0421 = 0.79, and (27) gives about 6.9 × 10⁻⁴. The nonlinear integration gives 6.8 × 10⁻⁴. The logarithm grows without bound as h approaches the small-slope critical thickness θL/6 from below, so a marginal film may survive a short anneal although its equilibrium groove would cut it.

To turn this into seconds, treat the silicide as one diffusing species of volume Ω = 0.024 nm³ in a surface layer of thickness δ = 0.3 nm. The driving potential is Ωγs times the curvature, so a surface diffusivity D gives B = DδΩγs/(kT). Contact after t = 30 s at 600 °C requires

D = (Bt/L⁴) L⁴kT/(tδΩγs) = 3.1 × 10⁻⁹ cm²/s. (28)

This is the diffusivity required by the strip model, not a measured property of the silicide.

**7. What a real contact changes**

The surface, boundary and interface energies used above are rough, and real grains need be neither equal strips nor isotropic. The assumption with the largest effect among those sized here is the rigid substrate. If silicon can move along the interface, the boundary also cuts a groove from below.

The lower surface then adds its own length energy, with γi in place of γs, and the boundary energy becomes γgb times the distance between the two roots. Silicon volume is conserved separately. The argument of Section 1 applies to each surface, giving sin θi = γgb/(2γi) and

(h/L)c = f(θ) + f(θi). (29)

Here sin θi = 0.5/1.4, so θi = 20.9°. The critical ratio rises to 0.10445 and the critical thickness to 31.3 nm. A direct equilibrium calculation with both surfaces discretized gave a ratio of 0.10442. The verdict on the 20 nm film is therefore reversed once the interface can equilibrate: it no longer keeps continuous boundaries. Whether that happens within a given anneal depends on interface transport, which has not been calculated.

Grain shape also moves the limit, and the direction depends on whether the points where three grains meet are counted. First leave them out and replace the strip by a spherical cap on a circular base of diameter L, with a rigid substrate. With R = L/(2 sin θ), integrating the discs π(R² − z²) from z = R cos θ to R gives the volume πR³(2 − 3 cos θ + cos³θ)/3. Dividing by πL²/4 gives the mean height

hcap = L(2 − 3 cos θ + cos³θ)/(6 sin³θ). (30)

This is 9.6 nm, or 0.75 of the strip value, but it is not a safe limit, because circles do not tile a plane. Take instead regular hexagons with distance L between opposite sides. For shallow grooves the equilibrium surface is, apart from a constant, −(θ/L)r², where r is the distance from the grain centre: its slope normal to every side is θ. The mean of r² over the hexagon is 5L²/36, and at a corner r² = L²/3. In this shallow-groove estimate the corner therefore lies 7θL/36 below the mean height, or about 15 nm here, against θL/6 for the strip. The 10 nm film thus reaches the substrate at the corners, where three grains meet. The middle of each side, where r² = L²/4, would rest only θL/9, or 8.4 nm, below the mean height. That profile would put the corners below the substrate. If instead the whole boundary is held at the substrate and the slope is nowhere allowed to exceed θ, the mean height is at most 8.2 nm in the same shallow estimate. Grooving alone therefore does not cut this film along whole boundaries; for that, holes opened at the corners must grow.

With strips and γs held fixed, changing γgb by −20% or +20% moves the critical thickness to 10.1 nm or 15.4 nm. Unequal widths also matter. Narrow grains have the more strongly curved surface, hence the higher surface potential, and lose material to wide ones if transport between grains is possible. The fixed volume per grain then fails, and the grooves can become deeper than (14) predicts even for the widest grain. Consider wide strips alternating with very narrow ones. Once all arcs have the same curvature, the narrow strips are almost flat, so the force balance at each root gives the wide strips an edge angle whose sine is close to 2 sin θ. For shallow grooves and a width ratio r of narrow to wide strips, the depth is 2(1 + r³)/(1 + r)² times the value for equal wide strips. It is smaller for r between one half and one, larger below one half, and close to double only when r is a few percent. This holds for boundaries that stay fixed and vertical: the unequal edge angles leave a horizontal force on the root, directed into the narrow strip, so a mobile boundary would tilt or migrate and could consume that strip.

For stress, compare the elastic energy density with the capillary pressure γs/R = γgb/L = 1.67 MPa. A rough film stress of 0.3 GPa and modulus of 150 GPa give 0.3²/(2 × 150) GPa = 0.30 MPa, or 0.18 of the capillary pressure, for stress along one direction. Equal stress along both directions in the film, with a Poisson ratio of 0.3, gives 0.42 MPa, or 0.25. These ratios suggest a secondary effect at this stress; they do not give the shift in critical thickness. They grow as the square of the stress: for equal stress along both directions the ratio is 1.4 at 0.7 GPa, where stress can no longer be neglected.

For these parameters, 12.7 nm is thus the limit for strips on a rigid substrate, not a safe design thickness. A design for long anneals with a mobile interface should start from (29), add about a fifth for the deeper grooves where three grains meet (a sixth in the shallow estimate for regular hexagons, 18 to 19% for spherical surfaces at the angles θ and θi used here), use the largest grain width expected at the end of the anneal, and leave a further margin for the uncertainty in the energies. Very narrow grains beside wide ones call for much more: if material can pass between grains, and the boundaries stay pinned, grains only a few percent as wide as their neighbours can roughly double the critical thickness given by (29). The numerical output below lists the values for strips and for the circular cap.

Table of computed values

```
INPUTS (rough, round)
grain width L = 300 nm
film thicknesses = 10 nm and 20 nm
surface energy = 1.00 J/m^2, boundary energy = 0.50 J/m^2
interface energy = 0.70 J/m^2, bare Si = 1.20 J/m^2
anneal = 600 C for 30 s
diffusing layer = 0.3 nm, unit volume = 0.024 nm^3
film stress = 0.3 GPa, modulus = 150 GPa
CRITERION
groove angle theta = 14.48 deg = 0.25268 rad
sin theta = 0.25000, cos theta = 0.96825
critical ratio f(theta) = 0.04248
small-angle value theta/6 = 0.04211
critical thickness = 12.74 nm
critical width, 10 nm film = 235 nm
critical width, 20 nm film = 471 nm
root height left, 20 nm film = 7.26 nm
EVOLUTION FROM FLAT: angle (deg), final depth/L, f(angle)
  14.48  0.04247  0.04248
  30.00  0.09057  0.09059
  60.00  0.20462  0.20473
series check: theta = 0.05 rad, B t/L^4 = 1.0e-04
  depth/L evolved = 0.003889, series = 0.003894
AFTER CONTACT, 10 nm film
edge angle at contact width L = 11.40 deg
Young contact angle = 60.00 deg
dE/dw at w = L: 0.4803 J/m^2
final island width = 121.1 nm
contact time B t/L^4 = 6.825e-04
surface diffusivity needed = 3.09e-09 cm^2/s
NEGLECTED EFFECTS
interface groove angle = 20.92 deg
two-sided critical ratio = 0.10445
  from two-surface equilibrium = 0.10442
two-sided critical thickness = 31.33 nm
spherical-cap critical thickness = 9.58 nm
cap/strip ratio = 0.752
critical thickness, boundary energy -20% = 10.12 nm
critical thickness, boundary energy +20% = 15.43 nm
capillary pressure = 1.67 MPa
elastic energy density = 0.30 MPa
elastic/capillary ratio = 0.18
```
